# Peierls Phases from Gauge-Covariant Orbitals, and the Terms They Neglect

## A ring around a flux it does not touch

Take $N$ equal atoms on a ring, with one localized orbital each, site energy $\varepsilon$ and nearest-neighbour hopping $t$. A thin solenoid through the hole carries flux $\Phi$. The field vanishes wherever the orbitals have weight, but the vector potential does not.

Near any one bond the field is zero, so $\mathbf A=\nabla\chi$ there. For an electron of charge $-e$,
$$H=\frac{(\mathbf p+e\mathbf A)^2}{2m}+V=e^{-ie\chi/\hbar}H_0\,e^{ie\chi/\hbar},$$
because $\mathbf p$ acting on $e^{-ie\chi/\hbar}$ produces $-e\nabla\chi$, which cancels $e\mathbf A$. Attach to each orbital $w_{\mathbf R}$ the phase that undoes the potential, set to zero at its own site:
$$\tilde w_{\mathbf R}(\mathbf r)=e^{-ie[\chi(\mathbf r)-\chi(\mathbf R)]/\hbar}\,w_{\mathbf R}(\mathbf r).$$
The parts depending on $\mathbf r$ cancel in the matrix element, and
$$\langle\tilde w_{\mathbf R}|H|\tilde w_{\mathbf R'}\rangle=e^{ie[\chi(\mathbf R')-\chi(\mathbf R)]/\hbar}\,t=t\exp\!\Big(\frac{ie}{\hbar}\int_{\mathbf R}^{\mathbf R'}\!\mathbf A\cdot d\mathbf l\Big).$$
This is the Peierls phase. By symmetry we may choose a gauge in which each of the $N$ bonds carries $e\Phi/N\hbar$. Amplitudes $e^{2\pi i\ell j/N}$ on sites $j$, with integer $\ell$, then give
$$E_\ell=\varepsilon+2t\cos\!\Big(\frac{2\pi \ell}{N}+\frac{e\Phi}{N\hbar}\Big).$$
Within the one-orbital model no further approximation was made, because no field reached the electron. In a crystal the field passes through the orbitals. The phase survives, but it is then multiplied by a factor that depends on $B$, and the Peierls substitution ignores that dependence.

## Setting

Let $V$ be the crystal potential and $\mathbf B$ a static field. Spin is left out. The $w_{\mathbf R}(\mathbf r)=w(\mathbf r-\mathbf R)$ are real, orthonormal Wannier functions of one zero-field band, with hoppings $t_{\mathbf R\mathbf R'}=\langle w_{\mathbf R}|H_0|w_{\mathbf R'}\rangle$. On a square lattice of constant $a$, with $\mathbf B=B\hat{\mathbf z}$, the dimensionless flux per cell is
$$\phi=\frac{eBa^2}{\hbar},$$
which is $2\pi$ times the number of flux quanta $h/e$ per cell. Define the Peierls phase along the straight line between sites,
$$\theta_{\mathbf R\mathbf R'}=\frac e\hbar\int_{\mathbf R}^{\mathbf R'}\mathbf A\cdot d\mathbf l .$$
The result to be derived, for uniform $\mathbf B$, is
$$\langle\tilde w_{\mathbf R}|H|\tilde w_{\mathbf R'}\rangle=e^{i\theta_{\mathbf R\mathbf R'}}\,h_{\mathbf R\mathbf R'}(B),\qquad h_{\mathbf R\mathbf R'}(0)=t_{\mathbf R\mathbf R'},\tag{1}$$
with $h$ independent of gauge. The Peierls substitution replaces $h(B)$ by $h(0)$, treats the $\tilde w_{\mathbf R}$ as orthonormal and discards the other bands.

## First derivation: line integrals

With a field present no single $\chi$ exists, but a line integral can take its place:
$$\tilde w_{\mathbf R}(\mathbf r)=e^{-i\lambda_{\mathbf R}(\mathbf r)}w_{\mathbf R}(\mathbf r),\qquad \lambda_{\mathbf R}(\mathbf r)=\frac e\hbar\int_{\mathbf R}^{\mathbf r}\mathbf A\cdot d\mathbf l .\tag{2}$$
Under $\mathbf A\to\mathbf A+\nabla\chi$ this orbital acquires $e^{-ie[\chi(\mathbf r)-\chi(\mathbf R)]/\hbar}$. The factor in $\mathbf r$ is the one that every wavefunction acquires. The factor in $\mathbf R$ is a constant phase of a basis state. The matrix element is therefore multiplied by $e^{ie[\chi(\mathbf R')-\chi(\mathbf R)]/\hbar}$, just as $e^{i\theta_{\mathbf R\mathbf R'}}$ is, so their quotient $h$ is gauge invariant. Bare orbitals $w_{\mathbf R}$ lack this property.

**Moving the phase through the momentum.** Since $\mathbf p\,e^{-i\lambda}f=e^{-i\lambda}(\mathbf p-\hbar\nabla\lambda)f$,
$$(\mathbf p+e\mathbf A)\tilde w_{\mathbf R}=e^{-i\lambda_{\mathbf R}}(\mathbf p+e\mathbf a_{\mathbf R})w_{\mathbf R},\qquad \mathbf a_{\mathbf R}=\mathbf A-\nabla\!\int_{\mathbf R}^{\mathbf r}\!\mathbf A\cdot d\mathbf l .$$
Put $\boldsymbol\rho=\mathbf r-\mathbf R$ and parametrize the line by $\mathbf R+u\boldsymbol\rho$, $0\le u\le1$. With repeated indices summed and fields inside the integrals taken at $\mathbf R+u\boldsymbol\rho$,
$$\partial_j\!\int_0^1\!A_i\rho_i\,du=\int_0^1\!(A_j+u\rho_i\partial_jA_i)\,du,$$
$$A_j(\mathbf r)=\int_0^1\!\frac{d}{du}(uA_j)\,du=\int_0^1\!(A_j+u\rho_i\partial_iA_j)\,du .$$
Subtracting, and using $\partial_iA_j-\partial_jA_i=\epsilon_{ijk}B_k$,
$$\mathbf a_{\mathbf R}(\mathbf r)=\int_0^1u\,\mathbf B(\mathbf R+u\boldsymbol\rho)\times\boldsymbol\rho\,du=\tfrac12\mathbf B\times(\mathbf r-\mathbf R),\tag{3}$$
where the last form holds for uniform $\mathbf B$. Each orbital sees a potential that vanishes at its own site.

**Expanding the square.** For uniform $\mathbf B$, $\nabla\cdot\mathbf a_{\mathbf R}=0$, so the cross terms combine into $(e/m)\mathbf a_{\mathbf R}\cdot\mathbf p=(e/2m)(\mathbf B\times\boldsymbol\rho)\cdot\mathbf p=(e/2m)\mathbf B\cdot\mathbf L_{\mathbf R}$, with $\mathbf L_{\mathbf R}=\boldsymbol\rho\times\mathbf p$. Hence
$$H\tilde w_{\mathbf R'}=e^{-i\lambda_{\mathbf R'}}\Big[H_0+\frac{e}{2m}\mathbf B\cdot\mathbf L_{\mathbf R'}+\frac{e^2}{8m}|\mathbf B\times(\mathbf r-\mathbf R')|^2\Big]w_{\mathbf R'} .\tag{4}$$

**Combining the phases.** The bra contributes $e^{+i\lambda_{\mathbf R}}$. The exponent $\lambda_{\mathbf R}-\lambda_{\mathbf R'}$ is $e/\hbar$ times the integral of $\mathbf A$ along $\mathbf R\to\mathbf r\to\mathbf R'$. Adding and subtracting the direct path closes a triangle:
$$\lambda_{\mathbf R}-\lambda_{\mathbf R'}=\theta_{\mathbf R\mathbf R'}+\frac e\hbar\Phi_\Delta,\qquad \Phi_\Delta=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf R)\times(\mathbf R'-\mathbf R)] .$$
The constant $\theta_{\mathbf R\mathbf R'}$ leaves the integral, which gives (1) with
$$h_{\mathbf R\mathbf R'}(B)=\Big\langle w_{\mathbf R}\Big|e^{ie\Phi_\Delta/\hbar}\Big[H_0+\frac{e}{2m}\mathbf B\cdot\mathbf L_{\mathbf R'}+\frac{e^2}{8m}|\mathbf B\times(\mathbf r-\mathbf R')|^2\Big]\Big|w_{\mathbf R'}\Big\rangle .\tag{5}$$

## Second derivation: magnetic translations

This route uses the symmetry of a crystal in a uniform field. Choose $\mathbf A=\frac12\mathbf B\times\mathbf r$ and define
$$\boldsymbol\Pi=\mathbf p+\tfrac e2\mathbf B\times\mathbf r,\qquad \mathbf K=\mathbf p-\tfrac e2\mathbf B\times\mathbf r .$$
Their commutator is
$$[\Pi_i,K_j]=\frac{i\hbar e}{2}\big[\partial_i(\mathbf B\times\mathbf r)_j+\partial_j(\mathbf B\times\mathbf r)_i\big]=0,$$
since $\partial_i(\mathbf B\times\mathbf r)_j$ is antisymmetric in $i,j$. Thus $\mathbf K$ commutes with the kinetic energy. Let $T_{\mathbf d}=e^{-i\mathbf d\cdot\mathbf K/\hbar}$. The two parts of $\mathbf d\cdot\mathbf K$ commute because $\mathbf d\cdot(\mathbf B\times\mathbf d)=0$, so the exponential factorizes:
$$T_{\mathbf d}f(\mathbf r)=e^{i(e/2\hbar)\,\mathbf d\cdot(\mathbf B\times\mathbf r)}f(\mathbf r-\mathbf d).\tag{6}$$
For a lattice vector $\mathbf d$ this also commutes with $V$, and hence with $H$.

Take one orbital $w$ at the origin and generate the others as $\tilde w_{\mathbf R}=T_{\mathbf R}w$. Then
$$\langle\tilde w_{\mathbf R}|H|\tilde w_{\mathbf R'}\rangle=\langle w|H\,T_{\mathbf R}^\dagger T_{\mathbf R'}|w\rangle .$$
To combine the translations we need
$$[K_i,K_j]=\frac{i\hbar e}{2}\big[\partial_i(\mathbf B\times\mathbf r)_j-\partial_j(\mathbf B\times\mathbf r)_i\big]=i\hbar e\,\epsilon_{ijk}B_k,$$
where $\nabla\times(\mathbf B\times\mathbf r)=2\mathbf B$ was used. This is a number, so $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$ applies with $X=i\mathbf R\cdot\mathbf K/\hbar$ and $Y=-i\mathbf R'\cdot\mathbf K/\hbar$. Here $[X,Y]=\hbar^{-2}[\mathbf R\cdot\mathbf K,\mathbf R'\cdot\mathbf K]=(ie/\hbar)\mathbf B\cdot(\mathbf R\times\mathbf R')$, and
$$T_{\mathbf R}^\dagger T_{\mathbf R'}=e^{i(e/2\hbar)\mathbf B\cdot(\mathbf R\times\mathbf R')}\,T_{\mathbf R'-\mathbf R}.$$
The exponent is $\theta_{\mathbf R\mathbf R'}$: in this gauge the line integral from $\mathbf R$ to $\mathbf R'$ is $\frac12(\mathbf B\times\mathbf R)\cdot(\mathbf R'-\mathbf R)=\frac12\mathbf B\cdot(\mathbf R\times\mathbf R')$. Therefore
$$\langle\tilde w_{\mathbf R}|H|\tilde w_{\mathbf R'}\rangle=e^{i\theta_{\mathbf R\mathbf R'}}\,h_{\mathbf R'-\mathbf R}(B),\qquad h_{\mathbf d}(B)=\langle w|H\,T_{\mathbf d}|w\rangle .\tag{7}$$
At $B=0$, $T_{\mathbf d}$ is an ordinary translation and $h_{\mathbf d}(0)$ is the hopping.

This $h$ agrees with (5). Write $HT_{\mathbf d}w=T_{\mathbf d}Hw$. The expansion of $Hw$ contains $\mathbf L$ about the origin, which $T_{\mathbf d}$ carries to $\mathbf d$. The phase in (6) is $(e/2\hbar)\mathbf B\cdot(\mathbf r\times\mathbf d)$, the triangle phase for $\mathbf R=0$, $\mathbf R'=\mathbf d$.

## What each derivation assumes

The first derivation needs neither a periodic potential nor identical orbitals. Equation (3) covers a nonuniform field too; the bracket in (4) then contains $(\mathbf p+e\mathbf a_{\mathbf R'})^2/2m$ with the general $\mathbf a_{\mathbf R'}$. It does require a choice of path. Another path would move flux between $\theta$ and $h$, leaving the matrix elements of correspondingly redefined orbitals equally valid. The straight path makes $\mathbf a_{\mathbf R}$ small near the site.

The second derivation needs uniform $\mathbf B$ and periodic $V$. In return it shows that $h$ depends on $\mathbf R'-\mathbf R$ alone, and the straight-line phase comes out of the group law without being postulated. Another gauge follows by a unitary transformation.

Neither derivation shows that $h(B)$ may be replaced by $h(0)$, nor that the covariant orbitals stay orthonormal (their overlap carries the same triangle phase), nor that those of one band are closed under $H$. Those are the three approximations in the Peierls substitution.

## The order of the neglected terms

Equation (5) contains the triangle flux, the orbital Zeeman term and the diamagnetic term. The first two begin at order $\phi$, so a neglected matrix element is in general of first order in the flux per cell. Symmetry can remove that order.

Complex conjugation of (5) with real orbitals reverses the signs of $\Phi_\Delta$ and $\mathbf L$, so $h_{\mathbf R\mathbf R'}(-B)=h_{\mathbf R\mathbf R'}(B)^*$. Hermiticity gives $h_{\mathbf R'\mathbf R}=h_{\mathbf R\mathbf R'}^*$. If $w$ has definite parity and the crystal has inversion about the bond centre, that inversion exchanges the two orbitals and leaves $\mathbf B$ unchanged, so $h_{\mathbf R'\mathbf R}=h_{\mathbf R\mathbf R'}$. Together these make $h$ real and even in $B$. For such a single band the intraband correction starts at $\phi^2$. The same argument applies to the overlaps $\langle\tilde w_{\mathbf R}|\tilde w_{\mathbf R'}\rangle$.

Interband elements may still be of order $\phi$. Eliminating a band that lies a gap $\Delta$ above lowers the energies by about $|\text{element}|^2/\Delta$, which is of order $\phi^2$; a band below raises them instead. The element meant here is that of $H-E$, with $E$ the energy of the band kept, because covariant orbitals of different bands may overlap at order $\phi$. If bands touch or orbitals are degenerate, the first-order elements must be kept.

The power of $\phi$ is not the whole estimate. The Zeeman scale is $e\hbar B/2m=\phi\,\hbar^2/2ma^2$, and $\hbar^2/ma^2$ can greatly exceed a small hopping.

## A lattice in which every term can be found

Take $V=V_0[\sin^2(\pi x/a)+\sin^2(\pi y/a)]$, with motion in the plane. Then $H_0=h_x+h_y$ and the lowest-band orbital is $W_0(x)W_0(y)$, with $W_0$ even. The p-like orbitals replace one factor by the odd function $W_1$. Let $t_1=\langle W_0(x)|h_x|W_0(x-a)\rangle$, $\sigma^2=\langle W_0|x^2|W_0\rangle$ and $y_{10}=\langle W_1|y|W_0\rangle$.

For the bond from $0$ to $a\hat{\mathbf x}$ the triangle phase is $-\phi y/2a$, and the Zeeman operator is $(eB/2m)[(x-a)p_y-yp_x]$. Three one-dimensional elements between $W_0(x)$ and $W_0(x-a)$ are needed:

- The overlap is zero by orthogonality.
- The element of $x-a$ is zero, because inversion about $a/2$ removes that of $x-a/2$ and the overlap vanishes.
- The element of $p_x$ follows from $[x,h_x]=i\hbar p_x/m$. Since $h_x$ stays within the band and $x$ is diagonal between its Wannier functions, with value $na$ at site $n$, the commutator's element is $0\cdot t_1-t_1a$. Thus $\langle p_x\rangle_{0a}=imat_1/\hbar$.

**Interband hopping.** Take $W_0(x)W_1(y)$ as bra and the s orbital at $a\hat{\mathbf x}$ as ket. The triangle phase gives $-i\phi t_1y_{10}/2a$. The Zeeman term gives $-(eB/2m)y_{10}(imat_1/\hbar)$, which is the same amount. The sum is
$$g=-i\phi\,t_1\,y_{10}/a .\tag{8}$$
It is the first-order part of a hop at height $y$ with phase $-\phi y/a$, as the flux between the lines at $0$ and $y$ requires.

The same algebra covers a bra $W_0(x)f(y)$ and a ket $W_0(x-a)f'(y)$ with real $f,f'$: to first order $h\simeq t_1\big(\langle f|f'\rangle-i\phi\langle f|y|f'\rangle/a\big)$. If $f=f'$ is normalized and centred at height $\bar y$ above the nominal site, this is $t_1(1-i\phi\bar y/a)$, and taking the Peierls phase between the charge centres absorbs the first-order term. This is not a general rule. The height that counts comes from the matrix element across the bond. For the hybrid $f=(W_0+W_1)/\sqrt2$, centred at $y_{10}$, and $f'=W_0$, centred at $0$, it is $\langle f|y|f'\rangle/\langle f|f'\rangle=y_{10}$, whereas the line between the centres has mean height $y_{10}/2$. A first-order phase then remains.

**Intra-atomic terms.** On one site the triangle has no area. The p orbitals are coupled by $(eB/2m)\langle p_x|L_z|p_y\rangle$, of order $\phi$. For the s orbital $\langle L_z\rangle=0$, and the diamagnetic term gives
$$\delta\varepsilon=\frac{e^2B^2}{8m}\,2\sigma^2=\frac{\phi^2}{2\pi^2}\frac{\sigma^2}{a^2}E_R,\qquad E_R=\frac{\hbar^2\pi^2}{2ma^2}.\tag{9}$$

**Hopping to second order.** The squared triangle phase gives $-\phi^2\sigma^2t_1/8a^2$. The product of triangle and Zeeman terms is
$$\Big(\!-\frac{i\phi}{2a}\Big)\Big(\!-\frac{eB}{2m}\Big)\sigma^2\,\frac{imat_1}{\hbar}=-\frac{\phi^2\sigma^2t_1}{4a^2}.$$
The diamagnetic term needs $X_2=\langle W_0(x)|(x-a)^2|W_0(x-a)\rangle$; its $y^2$ part meets a zero overlap. Altogether
$$t_1(\phi)=t_1\Big(1-\frac{3\phi^2\sigma^2}{8a^2}\Big)+\frac{\phi^2E_R}{4\pi^2}\frac{X_2}{a^2}.\tag{10}$$

## Numbers

For $V_0=10E_R$ the zero-field calculation gives $t_1=-0.01918E_R$, $\Delta=5.054E_R$ between band centres, $\sigma^2=0.02011a^2$, $y_{10}=0.1402a$ and $X_2=-0.00288a^2$.

At $\phi=0.1$, (8) gives $|g|/|t_1|=0.1\times0.1402=0.0140$. With $|\langle p_x|L_z|p_y\rangle|=0.9726\hbar$ and $e\hbar B/2m=\phi E_R/\pi^2$, the p-shell element is $(0.1/\pi^2)(0.9726)E_R=0.00985E_R$, about half of $|t_1|$, which illustrates the warning about prefactors. At $\phi=0.785$, one eighth of a flux quantum, (10) changes the hopping by $-0.00465+0.00234=-0.00231$ relative to $t_1$. These elements were tested against direct integration of $H$ in a different, nonlinear gauge.

An independent test diagonalizes the continuum crystal in Landau levels, without Wannier functions. Its s-subband edges are compared with those of the Peierls matrix, which includes zero-field hoppings up to four cells. The largest edge error, relative to the zero-field bandwidth $8|t_1|$, is 1.86%, 0.46% and 0.115% at $1/4$, $1/8$ and $1/16$ flux quantum per cell. The last halving of the flux reduces it by 3.99, as a $\phi^2$ law requires.

At flux $1/16$ the band centre moves by $1.552\times10^{-4}E_R$, while (9) gives $1.571\times10^{-4}E_R$. The deficit is $1.9\times10^{-6}E_R$. Each s orbital couples through (8) to four neighbouring p orbitals, which lowers it by roughly
$$\frac{4|g|^2}{\Delta}=\frac{4(0.3927\times0.01918\times0.1402)^2}{5.054}E_R\simeq0.9\times10^{-6}E_R,$$
about half the deficit. The rest comes from the orbital Zeeman term $L_z$, taken about the s orbital's own site. The well is not isotropic, so $L_z$ acting on $W_0(x)W_0(y)$ does not give zero, although its expectation value vanishes. It couples the s orbital to products of two excited functions, and in second order this lowers the s level by about $1.0\times10^{-6}E_R$. Not all of these products sit on the same site: the element to $W_1(x)W_1(y)$ vanishes by $x\leftrightarrow y$ symmetry, and products of $W_1$ functions centred on other cells supply roughly 40% of the shift.

Including (9) and (10) in the Peierls matrix reduces the largest edge error at flux $1/16$ from $1.77\times10^{-4}$ to $2.5\times10^{-5}E_R$. One omitted term has the right size to explain what remains. The diagonal hopping to $(a,a)$ vanishes at zero field, but (5) generates it at order $\phi^2$. Its triangle phase is $\phi(x-y)/2a$. The squared phase contributes $-\phi^2X_2t_1/4a^2$, and the product with the Zeeman term contributes $-\phi^2X_2t_1/2a^2$. Four such hops adding in phase shift an edge by at most $3\phi^2|X_2t_1|/a^2\simeq2.6\times10^{-5}E_R$. Assigning the residual to this term is a conjecture based on its size.

For a laboratory scale, take $a=0.5$ nm, $B=10$ T and the free-electron mass. Then $\phi=3.8\times10^{-3}$ and $|t_1|=28.9$ meV. The diamagnetic shift is 22 neV, while the orbital Zeeman scale $\mu_BB$ is 0.58 meV. These figures belong to the model lattice, whose gap is $\Delta\simeq7.6$ eV; a small gap enlarges the interband terms. For the positions of the orbital levels in this isolated s band the Peierls phase alone serves well. The neglected shift is tiny compared with $\phi|t_1|\simeq0.11$ meV, the scale on which the phase itself moves the s-band energies. This does not carry over to the orbital susceptibility. In the smooth part of the total energy the order-$\phi$ level shifts cancel, and the Peierls contribution is itself of order $\phi^2$, up to a few times $10^{-4}\phi^2E_R$ per cell here and zero for a full band. The shift (9) adds about $1.0\times10^{-3}\phi^2E_R$ per electron, which is comparable or larger and must be kept. Spin, left out here, adds a Zeeman energy of about $\pm\mu_BB$, which is larger than this scale and must be included separately for a real electron. In a p shell the phase alone would omit a coupling of $0.9726\,\mu_BB\simeq0.56$ meV between orbitals that are degenerate on each site. This coupling is of first order in $\phi$, so the Zeeman matrix must be added. That matrix is the largest first-order correction between $p_x$ and $p_y$ here, but not the only one: (5) also gives elements of order $\phi$ between $p_x$ and $p_y$ orbitals on neighbouring sites, each about 5% of the on-site one in this lattice. The on-site coupling matters most at wavevectors where the $p_x$ and $p_y$ bands cross; elsewhere hopping separates the two bands and weakens its effect. The full numerical output follows.

## Computed values

```
V0 = 10.0 E_R per direction
s-band centre, zero field = 5.769681 E_R
hopping t1 = -0.019182 E_R
hopping t2 = 0.000227 E_R
zero-field bandwidth 8|t1| = 0.153460 E_R
s-p gap between band centres = 5.0541 E_R
sigma^2 = <x^2> = 0.020105 a^2
y10 = <W1|y|W0> = 0.14016 a
X2 = -0.002877 a^2
Grid tests at phi = 0.78540 (second-order terms)
 stripped hopping, grid: real = -0.0191383 E_R
 stripped hopping, grid: |imag| = 7.9e-17 E_R
 stripped hopping, formula = -0.0191382 E_R
 relative change of hopping = -0.00231
 diamagnetic site shift, grid = 6.2829e-04 E_R
 diamagnetic site shift, formula = 6.2829e-04 E_R
Grid tests at phi = 0.10 (first-order terms)
 |p_y-s interband hopping|, grid = 2.6885e-04 E_R
 |p_y-s interband hopping|, formula = 2.6886e-04 E_R
 its ratio to |t1| = 0.01402
 |p_x-p_y Zeeman element|, grid = 9.8541e-03 E_R
 |p_x-p_y Zeeman element|, formula = 9.8541e-03 E_R
 |<p_x|L_z|p_y>| = 0.9726 hbar
 displaced-orbital extra phase, grid = -0.01402 rad
 displaced-orbital extra phase, formula = -0.01402 rad
Exact crystal; zero-field band bottom = 5.693843 E_R
flux 1/4: phi = 1.57080
 lowest edge: exact 5.718717, Peierls 5.715866 E_R
 largest edge error, bare Peierls = 2.852e-03 E_R
 same relative to 8|t1| = 1.858 %
 largest edge error, corrected = 2.269e-04 E_R
 centre shift: exact 2.4813e-03, diamagnetic 2.5131e-03 E_R
flux 1/8: phi = 0.78540
 lowest edge: exact 5.707689, Peierls 5.706984 E_R
 largest edge error, bare Peierls = 7.055e-04 E_R
 same relative to 8|t1| = 0.460 %
 largest edge error, corrected = 8.104e-05 E_R
 centre shift: exact 6.2051e-04, diamagnetic 6.2829e-04 E_R
flux 1/16: phi = 0.39270
 lowest edge: exact 5.700905, Peierls 5.700728 E_R
 largest edge error, bare Peierls = 1.766e-04 E_R
 same relative to 8|t1| = 0.115 %
 largest edge error, corrected = 2.513e-05 E_R
 centre shift: exact 1.5520e-04, diamagnetic 1.5707e-04 E_R
centre shift ratio, flux 1/8 to 1/16 = 3.998
edge error ratio, flux 1/8 to 1/16 = 3.994
Laboratory scale: a = 0.5 nm, B = 10 T
 phi = 3.7982e-03; flux quanta per cell = 6.045e-04
 E_R = 1.5041 eV; |t1| = 28.85 meV
 mu_B B = 0.5788 meV
 diamagnetic site shift = 22.10 neV
```
